**Local channel, high angular momenta and localization error in a polarized model atom**

The program treats one electron in a semilocal pseudopotential with s and p channels `v_s` and `v_p`, either of which can be local. The operator `Q` keeps the part of a function with l ≥ 2, and `psi_T` is the trial function. Changing the local channel from p to s changes the Hamiltonian by `(v_s - v_p) Q` and the localized potential by `(v_s - v_p) (Q psi_T)/psi_T`. The program asserts the energy-shift formula and its bounds, the leading field powers 4 and 2, and the closed forms of the remainder against angular quadrature. It also asserts that the locality-approximation energies agree when `psi_T` has only s and p parts, that the locality error vanishes for the exact state and is quadratic near it, and that T-move energies are upper bounds. In the output, the rms remainder falls from 8.46 eV (p local) to 0.90 eV (s local), while the true energy shifts by 0.428 meV. With the exponential trial function, the locality error changes only from 0.587 to 0.570 meV. All energies come from matrix diagonalization, so they carry no sampling noise.

## Check in Python

```python
"""Choice of local channel in a semilocal pseudopotential, one electron.

Result under test: with given s and p channels, choosing channel c as local
changes the operator by (v_c-v_c')Q, where Q removes l=0 and l=1.  After
localization with a trial function psi_T, the potential changes by
(v_c-v_c') (Q psi_T)/psi_T, although the remainder itself can change a lot.
T-moves split the nonlocal kernel by sign and depend on the choice directly.

Model: v_l(r) = -Z e^2 erf(r/a)/(4 pi eps0 r) + A_l exp(-r^2/b^2),
with potential energy -e F z of the applied field and a hard wall at r=R.
Units: eV and nm.  DMC limits are found by diagonalization, without sampling.
"""
import numpy as np
from types import SimpleNamespace
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar
from scipy.special import erf, eval_legendre, roots_jacobi, spherical_in

KINETIC = const.hbar**2 / (2 * const.m_e * const.e) * 1e18   # eV nm^2
COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e9      # eV nm
Z, a, b, R, F = 3.0, 0.05, 0.08, 0.60, 25.0
A = np.array([40.0, 20.0])      # s and p core strengths, eV
A_HIGH = 0.0                    # parent strength for every l>=2, eV
S, P = 0, 1
NAMES = {S: "s local", P: "p local"}
LBIG = 20
t, wt = np.polynomial.legendre.leggauss(40)
LEG = np.array([eval_legendre(l, t) for l in range(LBIG + 1)])


def make_grid(n, lmax):
    """Gauss-Lobatto polynomial mesh for u(r)=r R(r), zero at both ends."""
    x = np.concatenate(([-1.0], roots_jacobi(n - 1, 1, 1)[0], [1.0]))
    pn = eval_legendre(n, x)
    w = R / (n * (n + 1) * pn**2)
    gap = x[:, None] - x[None, :]
    np.fill_diagonal(gap, 1.0)
    d = pn[:, None] / pn[None, :] / gap
    np.fill_diagonal(d, 0.0)
    d[0, 0], d[-1, -1] = -n * (n + 1) / 4, n * (n + 1) / 4
    d *= 2 / R
    kin = KINETIC * (d.T * w) @ d / np.sqrt(np.outer(w, w))
    r = R * (x[1:-1] + 1) / 2
    return SimpleNamespace(r=r, kin=kin[1:-1, 1:-1], lmax=lmax,
                           core=np.exp(-(r / b)**2))


def radial_block(g, l, strength):
    v = -Z * COULOMB * erf(g.r / a) / g.r + strength * g.core
    return g.kin + np.diag(v + KINETIC * l * (l + 1) / g.r**2)


def hamiltonian(g, strengths, field, w_local=None):
    """strengths[l] multiplies the core Gaussian; w_local is W(r,cos theta)."""
    nl, nr = g.lmax + 1, len(g.r)
    h = np.zeros((nl, nr, nl, nr))
    k = np.arange(nr)
    for l in range(nl):
        h[l, :, l, :] = radial_block(g, l, strengths[l])
        if l + 1 < nl:
            c = (l + 1) / np.sqrt((2 * l + 1) * (2 * l + 3))
            h[l, k, l + 1, k] -= field * g.r * c
            h[l + 1, k, l, k] -= field * g.r * c
    if w_local is not None:
        for l in range(nl):
            for m in range(nl):
                norm = np.sqrt((2 * l + 1) * (2 * m + 1)) / 2
                h[l, k, m, k] += norm * (w_local @ (wt * LEG[l] * LEG[m]))
    return h.reshape(nl * nr, nl * nr)


def ground(h):
    e, v = eigh(h, subset_by_index=[0, 0])
    return e[0], v[:, 0]


def semilocal(g, high):
    return np.array([A[S], A[P]] + [high] * (g.lmax - 1))


def localize(g, chi, local, tmoves=False):
    """Return kept l-diagonal strengths and localized W for angular trial chi."""
    other = 1 - local
    f = A[other] - A[local]
    plus, minus = np.zeros(LBIG + 1), np.zeros(LBIG + 1)
    if tmoves:
        for sign in (-1, 1):                       # two half intervals
            x, w = sign * (t + 1) / 2, wt / 2
            kernel = f * (2 * other + 1) / 2 * eval_legendre(other, x)
            for l in range(LBIG + 1):
                pl = eval_legendre(l, x)
                plus[l] += np.sum(w * np.maximum(kernel, 0) * pl)
                minus[l] += np.sum(w * np.minimum(kernel, 0) * pl)
    else:
        plus[other] = f
    coeff = (chi * wt) @ LEG.T * (2 * np.arange(LBIG + 1) + 1) / 2
    inside = g.r < 4.5 * b                         # beyond: below 1e-7 eV
    w_local = np.zeros_like(chi)
    w_local[inside] = (g.core[inside, None]
                       * ((coeff[inside] * plus) @ LEG) / chi[inside])
    return A[local] + minus[:g.lmax + 1], w_local


def dmc_energy(g, chi, local, tmoves=False):
    strengths, w_local = localize(g, chi, local, tmoves)
    return ground(hamiltonian(g, strengths, F, w_local))[0]


g = make_grid(50, 8)
nr = len(g.r)

# True energies and the exact shift caused by the high-l part.
E, psi = {}, {}
for c in (S, P):
    E[c], psi[c] = ground(hamiltonian(g, semilocal(g, A[c]), F))
E_parent = ground(hamiltonian(g, semilocal(g, A_HIGH), F))[0]
shift = E[S] - E[P]


def high_l_element(u, v):
    u, v = u.reshape(-1, nr), v.reshape(-1, nr)
    return (A[S] - A[P]) * np.sum(u[2:] * v[2:] * g.core)


mixed = high_l_element(psi[P], psi[S]) / (psi[P] @ psi[S])
upper = high_l_element(psi[P], psi[P])
lower = high_l_element(psi[S], psi[S])
assert abs(mixed - shift) < 1e-7
assert lower - 1e-7 <= shift <= upper + 1e-7
assert E[S] > E[P] > E_parent

# Leading field power: given s,p channels, then a given s channel only.
powers = []
for first_free in (2, 1):
    changes = []
    for field in (4.0, 8.0):
        pair = []
        for c in (S, P):
            q = semilocal(g, A[c])
            q[first_free:] = A[c]
            pair.append(ground(hamiltonian(g, q, field))[0])
        changes.append(pair[0] - pair[1])
    powers.append(np.log2(changes[1] / changes[0]))
assert abs(powers[0] - 4) < 0.15 and abs(powers[1] - 2) < 0.15

# Trial phi_s(r) exp(kappa z), kappa optimized for the p-local operator.
zero_field = [eigh(radial_block(g, l, q), subset_by_index=[0, 0])
              for l, q in ((0, A[S]), (1, A[P]), (2, A_HIGH))]
phi = zero_field[0][1][:, 0]
assert zero_field[0][0][0] < zero_field[1][0][0]
H_p = hamiltonian(g, semilocal(g, A[P]), F)


def trial_energy(kappa):
    v = np.concatenate([np.sqrt(2 * l + 1) * spherical_in(l, kappa * g.r) * phi
                        for l in range(g.lmax + 1)])
    return v @ H_p @ v / (v @ v)


best = minimize_scalar(trial_energy, bounds=(0.0, 12.0), method="bounded")
kappa = best.x
assert best.fun >= E[P]


def exponential(grid):
    return np.exp(kappa * grid.r[:, None] * t)


def sp_only(grid):
    return 1 + np.tanh(kappa * grid.r)[:, None] * t


# Size of the remainder: angular quadrature against Bessel formulas.
chi = exponential(g)
W = {c: localize(g, chi, c)[1] for c in (S, P)}
density = phi[:, None]**2 * chi**2 * wt / 2
density /= density.sum()
mean = {c: np.sum(density * W[c]) for c in (S, P)}
rms = {c: np.sqrt(np.sum(density * W[c]**2)) for c in (S, P)}
for c in (S, P):
    o = 1 - c
    top = np.sum(phi**2 * g.core * (A[o] - A[c]) * (2 * o + 1)
                 * spherical_in(o, kappa * g.r)**2)
    formula = top / np.sum(phi**2 * spherical_in(0, 2 * kappa * g.r))
    assert abs(mean[c] - formula) < 1e-6
g_small = 0.05
chi_small = np.exp(g_small * t)
proj0 = np.sum(wt * chi_small) / 2
proj1 = 1.5 * np.sum(wt * t * chi_small)
ratio_small = (np.sum(wt * chi_small * proj1 * t)
               / np.sum(wt * chi_small * proj0))
assert abs(ratio_small / (g_small**2 / 3) - 1) < 0.01

# One point: full integral over the sphere against the closed forms.
r0, theta0 = b, np.pi / 6
g0, c0 = kappa * r0, np.cos(theta0)
azimuth = 2 * np.pi * np.arange(64) / 64
cosgam = (np.sin(theta0) * np.sqrt(1 - t[:, None]**2) * np.cos(azimuth)
          + c0 * t[:, None])
sphere_w = wt[:, None] * (2 * np.pi / 64)
core0 = np.exp(-(r0 / b)**2)
point = {}
for c in (S, P):
    o = 1 - c
    integral = np.sum(sphere_w * eval_legendre(o, cosgam)
                      * np.exp(g0 * t[:, None]))
    point[c] = ((A[o] - A[c]) * core0 * (2 * o + 1) / (4 * np.pi)
                * integral / np.exp(g0 * c0))
delta0 = (A[S] - A[P]) * core0
closed_p = delta0 * spherical_in(0, g0) * np.exp(-g0 * c0)
closed_s = -3 * delta0 * spherical_in(1, g0) * c0 * np.exp(-g0 * c0)
assert abs(point[P] - closed_p) < 1e-9 and abs(point[S] - closed_s) < 1e-9
total = {c: A[c] * core0 + point[c] for c in (S, P)}
q_part = 1 - (spherical_in(0, g0)
              + 3 * spherical_in(1, g0) * c0) * np.exp(-g0 * c0)
assert abs(total[S] - total[P] - delta0 * q_part) < 1e-9

# Locality approximation (LA) and T-moves (TM), two trial functions.
trials = {"exp": exponential, "sp": sp_only}
LA = {(k, c): dmc_energy(g, fun(g), c)
      for k, fun in trials.items() for c in (S, P)}
TM = {(k, c): dmc_energy(g, fun(g), c, True)
      for k, fun in trials.items() for c in (S, P)}
assert abs(LA["sp", S] - LA["sp", P]) < 1e-7
assert abs(shift) > 1e-5
for k in trials:
    assert abs(TM[k, P] - LA[k, P]) < 1e-7
    for c in (S, P):
        assert TM[k, c] >= E[c] - 1e-6
assert abs(TM["sp", S] - TM["sp", P]) > 1e-5

# Zero and quadratic locality error around the true positive ground state.
parts = psi[P].reshape(-1, nr)
parts = parts * np.sign(parts[0, np.argmax(abs(parts[0]))])
exact_chi = sum(np.sqrt(2 * l + 1) * parts[l][:, None] * LEG[l]
                for l in range(g.lmax + 1))
assert np.min(exact_chi[g.r < 4.5 * b]) > 0
zero_error = dmc_energy(g, exact_chi, P) - E[P]
assert abs(zero_error) < 1e-6
even_errors = []
for eps in (0.10, 0.05):
    pair = [dmc_energy(g, exact_chi * np.exp(s * eps * g.r[:, None] / b * t), P)
            - E[P] for s in (-1, 1)]
    even_errors.append(sum(pair) / 2)
quadratic_ratio = even_errors[0] / even_errors[1]
assert abs(quadratic_ratio - 4) < 0.1

# Larger mesh and more partial waves.
fine = make_grid(60, 10)
changes = [ground(hamiltonian(fine, semilocal(fine, A[c]), F))[0] - E[c]
           for c in (S, P)]
changes += [dmc_energy(fine, exponential(fine), S) - LA["exp", S],
            dmc_energy(fine, exponential(fine), S, True) - TM["exp", S]]
basis_change = max(abs(x) for x in changes)
assert basis_change < 1e-5

weights = np.sum(parts**2, axis=1)
kept = localize(g, chi, S, True)[0] - A[S]
print(f"core charge {Z:.0f} e; a = {a} nm; b = {b} nm; R = {R} nm")
print(f"field strength = {F:.1f} V/nm")
print(f"core strengths s, p, l>=2 parent = {A[S]}, {A[P]}, {A_HIGH} eV")
for name, item in zip("spd", zero_field):
    print(f"zero-field lowest {name} energy = {item[0][0]:.4f} eV")
print(f"p-local weights l=0,1,2 = {weights[0]:.5f}, {weights[1]:.5f}, "
      f"{weights[2]:.6f}")
print(f"p-local weight l>=3 = {weights[3:].sum():.3e}")
print(f"true energy, parent = {E_parent:.6f} eV")
for c in (P, S):
    print(f"true energy, {NAMES[c]} = {E[c]:.6f} eV; "
          f"minus parent = {1e3 * (E[c] - E_parent):.4f} meV")
print(f"true shift s-local minus p-local = {1e3 * shift:.4f} meV")
print(f"the same shift = {shift * const.e:.4e} J")
print(f"mixed-state formula for shift = {1e3 * mixed:.4f} meV")
print(f"lower, upper bounds on shift = {1e3 * lower:.4f}, "
      f"{1e3 * upper:.4f} meV")
print(f"field power, given s and p = {powers[0]:.3f}")
print(f"field power, given s only = {powers[1]:.3f}")
print(f"optimized kappa = {kappa:.4f} 1/nm")
print(f"exp trial energy, p local = {best.fun:.6f} eV")
for c in (P, S):
    print(f"remainder, {NAMES[c]}: mean = {mean[c]:.5f} eV, "
          f"rms = {rms[c]:.5f} eV")
print(f"small-g mean-size ratio at g={g_small}: {ratio_small:.4e}; "
      f"g^2/3 = {g_small**2 / 3:.4e}")
print(f"point: r = {r0} nm, theta = {np.degrees(theta0):.0f} degrees, "
      f"g = {g0:.5f}")
for c in (P, S):
    print(f"point, {NAMES[c]}: core term = {A[c] * core0:.5f} eV, "
          f"remainder = {point[c]:.5f} eV, sum = {total[c]:.5f} eV")
print(f"point Q psi_T / psi_T = {q_part:.6f}")
for k in trials:
    for c in (P, S):
        print(f"LA, {k} trial, {NAMES[c]} = {LA[k, c]:.6f} eV; "
              f"error = {1e3 * (LA[k, c] - E[c]):.4f} meV")
        print(f"TM, {k} trial, {NAMES[c]} = {TM[k, c]:.6f} eV; "
              f"error = {1e3 * (TM[k, c] - E[c]):.4f} meV")
print(f"TM kept strengths, s local, l=0,1,2 = {kept[0]:.4f}, "
      f"{kept[1]:.4f}, {kept[2]:.4f} eV")
print(f"LA error with exact trial, p local = {zero_error:.1e} eV")
print(f"even LA errors at eps=0.10, 0.05 = {1e3 * even_errors[0]:.5f}, "
      f"{1e3 * even_errors[1]:.5f} meV")
print(f"ratio of these errors = {quadratic_ratio:.4f}")
print(f"largest tested basis change = {basis_change:.1e} eV")
print("success")
```

It prints:

```
core charge 3 e; a = 0.05 nm; b = 0.08 nm; R = 0.6 nm
field strength = 25.0 V/nm
core strengths s, p, l>=2 parent = 40.0, 20.0, 0.0 eV
zero-field lowest s energy = -28.8910 eV
zero-field lowest p energy = -21.5397 eV
zero-field lowest d energy = -13.3963 eV
p-local weights l=0,1,2 = 0.95835, 0.04111, 0.000533
p-local weight l>=3 = 7.135e-06
true energy, parent = -29.206030 eV
true energy, p local = -29.205464 eV; minus parent = 0.5658 meV
true energy, s local = -29.205036 eV; minus parent = 0.9936 meV
true shift s-local minus p-local = 0.4278 meV
the same shift = 6.8538e-23 J
mixed-state formula for shift = 0.4278 meV
lower, upper bounds on shift = 0.3777, 0.4858 meV
field power, given s and p = 3.992
field power, given s only = 1.996
optimized kappa = 3.3394 1/nm
exp trial energy, p local = -29.202020 eV
remainder, p local: mean = 6.42479 eV, rms = 8.46185 eV
remainder, s local: mean = -0.11059 eV, rms = 0.89676 eV
small-g mean-size ratio at g=0.05: 8.3306e-04; g^2/3 = 8.3333e-04
point: r = 0.08 nm, theta = 30 degrees, g = 0.26715
point, p local: core term = 7.35759 eV, remainder = 5.90761 eV, sum = 13.26520 eV
point, s local: core term = 14.71518 eV, remainder = -1.36031 eV, sum = 13.35487 eV
point Q psi_T / psi_T = 0.012187
LA, exp trial, p local = -29.204877 eV; error = 0.5873 meV
TM, exp trial, p local = -29.204877 eV; error = 0.5873 meV
LA, exp trial, s local = -29.204466 eV; error = 0.5703 meV
TM, exp trial, s local = -29.204357 eV; error = 0.6795 meV
LA, sp trial, p local = -29.204394 eV; error = 1.0702 meV
TM, sp trial, p local = -29.204394 eV; error = 1.0702 meV
LA, sp trial, s local = -29.204394 eV; error = 0.6424 meV
TM, sp trial, s local = -29.204104 eV; error = 0.9324 meV
TM kept strengths, s local, l=0,1,2 = -15.0000, -10.0000, -3.7500 eV
LA error with exact trial, p local = 1.1e-10 eV
even LA errors at eps=0.10, 0.05 = 9.72546, 2.43163 meV
ratio of these errors = 3.9996
largest tested basis change = 3.3e-09 eV
success
```
